# Triplet P-wave intervals from vector exchange and scalar confinement

## The problem

A quark and an antiquark of equal mass \(m\) are bound in a state with \(L=1\) and total spin 1. Spin-dependent forces split it into the levels \({}^3P_2\), \({}^3P_1\) and \({}^3P_0\). Their pattern is measured by

\[
\rho=\frac{M({}^3P_2)-M({}^3P_1)}{M({}^3P_1)-M({}^3P_0)} .
\]

In charmonium the measured value is roughly 0.47. Units are \(\hbar=c=1\).

(a) The pair interacts through an instantaneous vector exchange with static potential \(V(r)\) and a scalar exchange with static potential \(U(r)\). Derive the spin-dependent interaction to order \(1/m^2\).

(b) Take \(V=-\kappa/r\) and \(U=0\) in that interaction. Find \(\rho\) to first order, and decide how it depends on the radial wave function.

(c) Add scalar confinement, \(U=br\) with \(b>0\). Does \(\rho\) rise or fall?

(d) Evaluate the result for \(m=1.5\) GeV, \(\kappa=0.5\), \(b=0.18\) GeV², and compare it with charmonium.

The signs of \(V\) and \(U\) already contain the colour factors, so the antiquark is treated as a second Dirac particle. Annihilation, radiative corrections and coupling to open decay channels are left out. That confinement is a scalar exchange is a model assumption.

## Hints

1. Work in the centre-of-mass frame with \(\mathbf p\to\mathbf p'\) for particle 1 and \(-\mathbf p\to-\mathbf p'\) for particle 2. Expand the density \(u^\dagger u\), the current \(u^\dagger\boldsymbol\alpha u\) and the scalar density \(\bar uu\), keeping the spin terms.
2. The product of the two currents contributes to the spin-orbit force as well as to the spin-spin force.
3. A spin-1 state can be written as a vector \(\mathbf v\). The component of \(\mathbf v\) along \(\hat{\mathbf r}\) has \(\mathbf S\cdot\hat{\mathbf r}=0\).
4. In part (b), compare the radial dependence of the spin-orbit and tensor terms before choosing a wave function.
5. In part (c), find how the scalar term divides its effect between the two intervals.

## Solution

### (a) The spin-dependent interaction

Normalize the spinors to \(u^\dagger u=1\):

\[
u(\mathbf p)=N\begin{pmatrix}\chi\\[2pt] \dfrac{\boldsymbol\sigma\cdot\mathbf p}{E+m}\chi\end{pmatrix},\qquad N^2=\frac{E+m}{2E}.
\]

Let \(\mathbf q=\mathbf p'-\mathbf p\) and \(\mathbf P=\mathbf p'+\mathbf p\). The product of lower components contains

\[
(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)=\mathbf p'\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p),
\qquad \mathbf p'\times\mathbf p=\mathbf q\times\mathbf p .
\]

At leading order \(E+m\to2m\). The normalization factors are spin-independent, and their corrections to the spin terms are of higher order. For particle 1 the spin parts are therefore

\[
u^\dagger u:\ +\frac{i\boldsymbol\sigma_1\cdot(\mathbf q\times\mathbf p)}{4m^2},
\qquad
\bar uu:\ -\frac{i\boldsymbol\sigma_1\cdot(\mathbf q\times\mathbf p)}{4m^2}.
\]

The sign differs because \(\bar uu\) subtracts the lower components. The current joins upper to lower components:

\[
\mathbf j_1=\frac{\boldsymbol\sigma_1(\boldsymbol\sigma_1\cdot\mathbf p)+(\boldsymbol\sigma_1\cdot\mathbf p')\boldsymbol\sigma_1}{2m}
=\frac{\mathbf P+i\boldsymbol\sigma_1\times\mathbf q}{2m}.
\]

For particle 2 all momenta are reversed. The density term keeps its sign, since \((-\mathbf q)\times(-\mathbf p)=\mathbf q\times\mathbf p\), while the current becomes \(\mathbf j_2=-(\mathbf P+i\boldsymbol\sigma_2\times\mathbf q)/2m\).

Vector exchange gives \(\tilde V(q)\,(\rho_1\rho_2-\mathbf j_1\cdot\mathbf j_2)\), where \(\rho_{1,2}\) are the densities. With \(\mathbf S=(\boldsymbol\sigma_1+\boldsymbol\sigma_2)/2\), the densities contribute

\[
\frac{i(\boldsymbol\sigma_1+\boldsymbol\sigma_2)\cdot(\mathbf q\times\mathbf p)}{4m^2}=\frac{i\mathbf S\cdot(\mathbf q\times\mathbf p)}{2m^2}.
\]

The currents contribute

\[
-\mathbf j_1\cdot\mathbf j_2=\frac{(\mathbf P+i\boldsymbol\sigma_1\times\mathbf q)\cdot(\mathbf P+i\boldsymbol\sigma_2\times\mathbf q)}{4m^2}.
\]

In the cross terms \(\mathbf P\cdot(\boldsymbol\sigma\times\mathbf q)=\boldsymbol\sigma\cdot(\mathbf q\times\mathbf P)\), and \(\mathbf P=2\mathbf p+\mathbf q\) gives \(\mathbf q\times\mathbf P=2\,\mathbf q\times\mathbf p\). They sum to \(i\mathbf S\cdot(\mathbf q\times\mathbf p)/m^2\), twice the density contribution. The last term is a spin-spin interaction. The spin-dependent vector amplitude is thus

\[
\tilde V(q)\left[\frac{3i\,\mathbf S\cdot(\mathbf q\times\mathbf p)}{2m^2}
-\frac{q^2\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-(\boldsymbol\sigma_1\cdot\mathbf q)(\boldsymbol\sigma_2\cdot\mathbf q)}{4m^2}\right].
\]

Scalar exchange multiplies \(\tilde U(q)\) by the two scalar densities, which gives \(-i\tilde U\,\mathbf S\cdot(\mathbf q\times\mathbf p)/2m^2\). A product of two spin terms appears first at order \(1/m^4\), so there is no scalar tensor force at this order.

To reach position space, use \(V(r)=\int d^3q\,e^{i\mathbf q\cdot\mathbf r}\tilde V(q)/(2\pi)^3\). Then \(i\mathbf q\tilde V\to\nabla V=V'\hat{\mathbf r}\), and the momentum \(\mathbf p\) of the initial state becomes the operator standing on the right:

\[
i\tilde V\,\mathbf S\cdot(\mathbf q\times\mathbf p)\ \to\ \mathbf S\cdot(\nabla V\times\mathbf p)=\frac{V'}{r}\,\mathbf L\cdot\mathbf S .
\]

For the spin-spin part, \(q_iq_j\tilde V\to-\partial_i\partial_jV\), so it becomes

\[
\frac{1}{4m^2}\left[\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\nabla^2V-\sigma_{1i}\sigma_{2j}\,\partial_i\partial_jV\right],
\qquad
\partial_i\partial_jV=\frac{V'}{r}\delta_{ij}+\left(V''-\frac{V'}{r}\right)\hat r_i\hat r_j .
\]

Define \(S_{12}=3(\boldsymbol\sigma_1\cdot\hat{\mathbf r})(\boldsymbol\sigma_2\cdot\hat{\mathbf r})-\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\). Since \(\nabla^2V=V''+2V'/r\),

\[
\sigma_{1i}\sigma_{2j}\partial_i\partial_jV=\frac{\nabla^2V}{3}\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2+\frac13\left(V''-\frac{V'}{r}\right)S_{12}.
\]

Collecting terms,

\[
H_{\rm spin}=a(r)\,\mathbf L\cdot\mathbf S+t(r)\,S_{12}+\frac{\nabla^2V}{6m^2}\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2,
\]
\[
a(r)=\frac{3V'-U'}{2m^2r},\qquad t(r)=\frac{1}{12m^2}\left(\frac{V'}{r}-V''\right).
\]

In first order the last term shifts the three triplet levels equally and drops out of \(\rho\). For a Coulomb potential it is a contact term, which vanishes in a P wave.

### (b) Coulomb vector exchange

For \(L=S=1\), \(\mathbf L\cdot\mathbf S=[J(J+1)-4]/2\), which is \(1,-1,-2\) for \(J=2,1,0\).

For the tensor operator, square \(2\mathbf S\cdot\hat{\mathbf r}=\boldsymbol\sigma_1\cdot\hat{\mathbf r}+\boldsymbol\sigma_2\cdot\hat{\mathbf r}\). This gives \((\boldsymbol\sigma_1\cdot\hat{\mathbf r})(\boldsymbol\sigma_2\cdot\hat{\mathbf r})=2(\mathbf S\cdot\hat{\mathbf r})^2-1\). In the triplet \(\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=1\), hence \(S_{12}=6(\mathbf S\cdot\hat{\mathbf r})^2-4\). On a spin vector \(\mathbf v\), \((\mathbf S\cdot\hat{\mathbf r})^2\) removes the component along \(\hat{\mathbf r}\), so

\[
S_{12}\mathbf v=2\mathbf v-6\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf v).
\]

A P-wave triplet state has \(\mathbf v\) linear in \(\hat{\mathbf r}\):

- \(J=0\): \(\mathbf v=\hat{\mathbf r}\), so \(S_{12}=-4\).
- \(J=1\): \(\mathbf v=\mathbf c\times\hat{\mathbf r}\) with constant \(\mathbf c\). It is perpendicular to \(\hat{\mathbf r}\), so \(S_{12}=2\).
- \(J=2\): \(\mathbf v=A\hat{\mathbf r}\), with \(A\) a real symmetric traceless matrix. The angular averages are \(\overline{|A\hat{\mathbf r}|^2}=\mathrm{Tr}A^2/3\) and \(\overline{(\hat{\mathbf r}\cdot A\hat{\mathbf r})^2}=2\,\mathrm{Tr}A^2/15\). Their ratio is \(2/5\), so \(\langle S_{12}\rangle=2-6\cdot\tfrac25=-\tfrac25\).

The tensor force also couples \({}^3P_2\) to \({}^3F_2\), but that changes the energy only in second order. Writing \(a\) and \(t\) for radial expectation values,

\[
\begin{aligned}
\Delta_{21}&=\left(a-\tfrac25t\right)-(-a+2t)=2a-\tfrac{12}{5}t,\\
\Delta_{10}&=(-a+2t)-(-2a-4t)=a+6t .
\end{aligned}
\]

For \(V=-\kappa/r\), \(V'=\kappa/r^2\) and \(V''=-2\kappa/r^3\). Therefore

\[
a=\frac{3\kappa}{2m^2}\langle r^{-3}\rangle,\qquad
t=\frac{\kappa}{4m^2}\langle r^{-3}\rangle .
\]

In units of \(\kappa\langle r^{-3}\rangle/m^2\), the shifts for \(J=2,1,0\) are \(\tfrac75,-1,-4\), and the intervals are \(\tfrac{12}{5}\) and \(3\). Thus

\[
\boxed{\rho=\frac{12/5}{3}=\frac45 .}
\]

Both forces have the same radial form, so \(\langle r^{-3}\rangle\) cancels. The result holds for every P-wave function with finite \(\langle r^{-3}\rangle\), including one shaped by confinement. Changing the wave function alone cannot move \(\rho\) at this order. Spin-orbit coupling alone would give 2; the tensor force narrows the upper interval and widens the lower one.

### (c) Adding scalar confinement

With \(U'=b\), the scalar term changes \(a\) by \(-b\langle r^{-1}\rangle/2m^2\) and leaves \(t\) unchanged. Define

\[
x=\frac{b\langle r^{-1}\rangle}{\kappa\langle r^{-3}\rangle},\qquad
a=\frac{\kappa\langle r^{-3}\rangle}{2m^2}(3-x).
\]

Substitution into the intervals gives

\[
\Delta_{21}=\frac{\kappa\langle r^{-3}\rangle}{m^2}\left(\frac{12}{5}-x\right),\qquad
\Delta_{10}=\frac{\kappa\langle r^{-3}\rangle}{m^2}\left(3-\frac x2\right),
\]
\[
\boxed{\rho(x)=\frac{12/5-x}{3-x/2}.}
\]

The derivative is

\[
\frac{d\rho}{dx}=\frac{-(3-x/2)+\tfrac12(12/5-x)}{(3-x/2)^2}=-\frac{9/5}{(3-x/2)^2}<0 .
\]

Scalar confinement therefore lowers \(\rho\) from \(4/5\) as long as \(0<x<6\). It takes twice as much from the upper interval as from the lower one, and the upper interval was the smaller to begin with. At \(x=12/5\) the \(J=2\) and \(J=1\) levels coincide; for \(12/5<x<6\), \(\rho\) is negative. At \(x=6\) the lower interval closes and \(\rho\) ceases to be a useful measure.

The reduction to \(a(r)\) and \(t(r)\) was tested by integrating the Dirac amplitudes with unexpanded spinors over a Gaussian P wave, at a mass 300 times its momentum width. Coulomb vector exchange gave \(\rho=0.80000\). With a linear scalar added at \(x=1\), the amplitudes and the formula both gave 0.56000.

### (d) Numbers at the charm scale

The moments come from the lowest P state of

\[
H_0=\frac{\mathbf p^2}{m}-\frac{\kappa}{r}+br,
\]

where the kinetic term contains the reduced mass \(m/2\). The numerical solution gives \(\langle r^{-1}\rangle=0.3675\) GeV and \(\langle r^{-3}\rangle=0.0984\) GeV³.

The value of \(\langle r^{-3}\rangle\) can be checked by a force balance, which also uses \(\langle r^{-2}\rangle=0.1646\) GeV² from the same solution; it does not test \(\langle r^{-1}\rangle\). In a stationary state the expectation value of \([d/dr,H_r]\) vanishes, where \(H_r\) is the radial Hamiltonian; the boundary term is absent because the reduced radial function starts as \(r^2\). The centrifugal term of \(H_r\) is \(2/(mr^2)\), so

\[
\frac{4}{m}\langle r^{-3}\rangle=\kappa\langle r^{-2}\rangle+b .
\]

Both sides come out as 0.2623 GeV².

The vector scale is

\[
\frac{\kappa\langle r^{-3}\rangle}{m^2}=\frac{0.5\times0.0984}{2.25}\ \text{GeV}\approx21.9\ \text{MeV}.
\]

Multiplication by \(12/5\) and 3 gives vector intervals of 52.5 and 65.6 MeV. The scalar term subtracts

\[
\frac{b\langle r^{-1}\rangle}{m^2}=\frac{0.18\times0.3675}{2.25}\ \text{GeV}\approx29.4\ \text{MeV}
\]

from the upper interval and half of that, 14.7 MeV, from the lower. The intervals become 23.1 and 50.9 MeV. Equivalently, \(x=1.345\) and

\[
\rho=\frac{2.4-1.345}{3-0.6725}\approx0.45 .
\]

To obtain 0.47 one needs \(2.4-x=0.47(3-x/2)\), or \(0.99=0.765x\), hence \(x\approx1.29\). The chosen parameters lie close to this value.

That closeness is not a precision confirmation. It concerns the ratio only, in which the overall scale cancels: the measured intervals in charmonium are each about twice the 23 and 51 MeV found here. The model has \(\langle p^2\rangle/m^2\approx0.25\), so by power counting the omitted relativistic terms are not small, and single terms can be larger than that estimate suggests. Iterating the spin-orbit and tensor terms to second order, which is only one of the next-order contributions, adds about \(-6\), \(-3\) and \(-46\) MeV for \(J=2,1,0\) to first-order shifts of \(16\), \(-7\) and \(-58\) MeV. By itself this would change the intervals to about 20 and 94 MeV and \(\rho\) to about 0.21. The result also depends on the coupling: with \(m\) and \(b\) fixed, \(\kappa=0.4,0.5,0.6\) gives \(\rho=0.29,0.45,0.54\). Scalar confinement fixes the direction of the change, while the parameters fix its size and can carry \(\rho\) past the measured value.

The wave function also responds to \(b\). Solving the radial equation anew at each step, with \(\kappa=0.5\), gives \(\rho=0.80,0.63,0.55,0.49,0.43,0.38\) for \(b=0,0.05,0.10,0.15,0.20,0.25\) GeV². The fall persists throughout this scan. The corresponding values of \(x\) are \(0,\ 0.755,\ 1.041,\ 1.244,\ 1.407,\ 1.545\).

The \(r^{-3}\) terms are to be used as first-order perturbations. In \({}^3P_0\) and \({}^3P_1\), where the coefficients found in part (b) are \(-4\) and \(-1\), their sum is attractive and more singular at the origin than the centrifugal barrier, so they cannot simply be added to the radial equation and solved without a short-distance modification. The coefficient \(\tfrac75\) in \({}^3P_2\) is repulsive, but once the tensor coupling to \({}^3F_2\) is kept the \(r^{-3}\) matrix has a negative eigenvalue, about \(-6.5\) in the same units, and the same difficulty appears.

## Variation 1: vector confinement

Suppose the linear potential is a vector exchange instead, \(V=-\kappa/r+br\) and \(U=0\). Its linear part has \(V'=b\) and \(V''=0\), and adds

\[
\delta a=\frac{3b}{2m^2}\langle r^{-1}\rangle,\qquad
\delta t=\frac{b}{12m^2}\langle r^{-1}\rangle .
\]

In units of \(b\langle r^{-1}\rangle/m^2\), the upper interval gains \(3-\tfrac15=\tfrac{14}{5}\) and the lower gains \(\tfrac32+\tfrac12=2\). With the same definition of \(x\),

\[
\rho_{\rm vector}(x)=\frac{12/5+14x/5}{3+2x}.
\]

This rises from \(4/5\) at \(x=0\) towards \(7/5\) at large \(x\). For the wave function of part (d) it gives 1.08, with intervals of 135 and 124 MeV. In this leading-order model, a linear vector potential moves \(\rho\) away from the charmonium value. The two cases use the same \(H_0\), so the difference comes from the Lorentz structure of the spin-dependent terms.

## Variation 2: very heavy quarks

Keep \(\kappa\) and \(b\) fixed and let \(m\) grow until the lowest P state is nearly Coulombic. Its reduced radial function is \(u\propto r^2e^{-r/2a_0}\), with \(a_0=2/(m\kappa)\). The integrals \(\int_0^\infty r^ne^{-r/a_0}dr=n!\,a_0^{n+1}\) give

\[
\langle r^{-1}\rangle=\frac{3!\,a_0^4}{4!\,a_0^5}=\frac{1}{4a_0},\qquad
\langle r^{-3}\rangle=\frac{1!\,a_0^2}{4!\,a_0^5}=\frac{1}{24a_0^3}.
\]

Consequently

\[
x\simeq\frac{6ba_0^2}{\kappa}=\frac{24b}{m^2\kappa^3}.
\]

For small \(x\), the derivative at the origin is \(-\tfrac15\), so

\[
\rho\simeq\frac45-\frac x5=\frac45-\frac{24b}{5m^2\kappa^3}.
\]

The ratio returns to \(4/5\) as \(m\to\infty\), because the state shrinks into the region where the Coulomb force dominates. The estimate requires \(24b/(m^2\kappa^3)\ll1\). For \(\kappa=0.5\) and \(b=0.18\) GeV², the radial equation gives \(x=0.074\) when this quantity is 0.1, and \(x=0.0096\) when it is 0.01. At the parameters of part (d) this quantity is about 15, far outside the Coulombic regime, which is why the radial equation had to be solved numerically there.

## Values computed for the example and the checks

```
Angular factors and Coulomb shifts in kappa<r^-3>/m^2:
 J=2: L.S=1.000  S12=-0.400  shift=1.400
 J=1: L.S=-1.000  S12=2.000  shift=-1.000
 J=0: L.S=-2.000  S12=-4.000  shift=-4.000
Dirac-amplitude check, Gaussian P wave (dimensionless):
 mass / momentum width = 300
 Coulomb vector ratio = 0.80000
 linear vector ratio = 1.39999
 linear scalar intervals: upper -0.7522, lower -0.3761
 Coulomb vector + linear scalar, x = 1.0000:
  Dirac 0.56000, formula 0.56000
Worked example:
 m = 1.5 GeV, kappa = 0.5, b = 0.18 GeV^2
 P-state energy above 2m = 0.7617 GeV
 <1/r> = 0.3675 GeV
 <1/r^2> = 0.1646 GeV^2
 <1/r^3> = 0.0984 GeV^3
 force identity: 4<1/r^3>/m = 0.2623 GeV^2,
  kappa<1/r^2>+b = 0.2623 GeV^2
 <p^2>/m^2 = 0.251
 x = 1.3452
 vector Coulomb only: upper 52.46 MeV, lower 65.57 MeV, ratio 0.8000
 plus scalar linear: upper 23.06 MeV, lower 50.87 MeV, ratio 0.4532
 plus vector linear: upper 134.79 MeV, lower 124.38 MeV, ratio 1.0837
 shifts with scalar linear, J=2,1,0 (MeV): 15.90, -7.16, -58.03
 x needed for rough measured ratio 0.47 = 1.294
Scan in b (GeV^2) at kappa = 0.5, m = 1.5 GeV:
 b=0.00: x=0.000, ratio=0.800
 b=0.05: x=0.755, ratio=0.627
 b=0.10: x=1.041, ratio=0.548
 b=0.15: x=1.244, ratio=0.486
 b=0.20: x=1.407, ratio=0.432
 b=0.25: x=1.545, ratio=0.384
Scan in kappa at b = 0.18 GeV^2, m = 1.5 GeV:
 kappa=0.4: x=1.777, ratio=0.295
 kappa=0.5: x=1.345, ratio=0.453
 kappa=0.6: x=1.060, ratio=0.543
```
